# How disorder prepays electron self-trapping: a lattice model for amorphous HfO2: a program that tests the result

```python
"""Why disorder helps an electron to self-trap: adiabatic lattice model.

Result under test: the trap depth below the band edge is
    S(D) = max over psi of [ lam*sum(n_i^2) + D*n_0 - K ],
with n_i = |psi_i|^2, K = kinetic cost of localization, D = depth of a
precursor site, lam = lattice energy released by a fully localized electron.
The maximum is taken on the branch trapped at that site.
Then dS/dD = n_0: the site prepays D*n_0 of the cost K.
t = hopping, sigma = spread of site energies, u_i = distortion well depth;
the elastic energy is sum(u_i^2)/(4*lam). Energies are in eV.
"""
import numpy as np
import scipy.sparse as sp
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.sparse.linalg import eigsh
from scipy.special import i0e
from scipy.stats import norm

t, lam, sigma = 0.25, 1.5, 0.20
D = 3 * sigma
spacing_nm, temperature, field_MV_cm = 0.35, 300.0, 1.0
phonon, eps_inf, eps_static = 0.05, 4.5, 20.0
edge = -6 * t
rng = np.random.default_rng(1)


def hopping_matrix(L):
    ring = sp.lil_matrix((L, L))
    for i in range(L):
        ring[i, (i + 1) % L] = 1.0
        ring[(i + 1) % L, i] = 1.0
    one = sp.identity(L)
    total = (sp.kron(sp.kron(ring, one), one)
             + sp.kron(sp.kron(one, ring), one)
             + sp.kron(sp.kron(one, one), ring))
    return (-t * total).tocsr()


def ground(H0, site_energy, guess=None):
    if guess is None:
        guess = 1 + 0.3 * rng.standard_normal(H0.shape[0])
    H = (H0 + sp.diags(site_energy)).tocsr()
    w, v = eigsh(H, k=1, which='SA', v0=guess, ncv=40, tol=1e-11)
    return w[0], v[:, 0]


L = 10
H10, N = hopping_matrix(L), L**3
H16 = hopping_matrix(16)
centre = 555


def relax(site_energy, coupling, site):
    """Self-consistent state reached from an electron put on one site."""
    n = np.zeros(N)
    n[site] = 1.0
    for _ in range(100):
        w, psi = ground(H10, site_energy - 2 * coupling * n,
                        np.sqrt(n) + 0.01)
        new = psi**2
        change = np.max(np.abs(new - n))
        n = new
        if change < 1e-9:
            break
    assert change < 1e-9
    return n, psi


def polaron(site_energy, coupling, site):
    """State that stays trapped: total energy, density, hopping energy."""
    n, psi = relax(site_energy, coupling, site)
    assert n[site] > 0.5
    hop = psi @ (H10 @ psi)
    return hop + site_energy @ n - coupling * np.sum(n**2), n, hop


def precursor(depth, coupling=lam):
    e = np.zeros(N)
    e[centre] = -depth
    energy, n, hop = polaron(e, coupling, centre)
    return edge - energy, n, hop - edge


# Crystal and precursor; the trapped state is a minimum over distortions.
S0, n_c, K0 = precursor(0.0)
S1, n_p, K1 = precursor(D)
u = 2 * lam * n_c
total = ground(H10, -u)[0] + np.sum(u**2) / (4 * lam)
assert abs(total - (edge - S0)) < 1e-7
for _ in range(5):
    trial = u + 0.1 * rng.standard_normal(N) * np.sqrt(n_c)
    e_trial = ground(H10, -trial)[0] + np.sum(trial**2) / (4 * lam)
    assert e_trial > total

# Prepayment law: integrated site weight, and the two convexity bounds.
depths = np.linspace(0, D, 5)
weights = [precursor(d)[1][centre] for d in depths]
assert abs(simpson(weights, x=depths) - (S1 - S0)) < 1e-4
assert n_c[centre] * D < S1 - S0 < n_p[centre] * D
assert S0 > 0

# A strongly unfavourable site does not hold the electron.
bad_height = 0.8
bad = np.zeros(N)
bad[centre] = bad_height
bad_weight = relax(bad, lam, centre)[0][centre]
assert bad_weight < 0.5


# Infinite-lattice resolvent at energy B below the band edge.
def resolvent(B):
    f = lambda q: 2 * q * np.exp(-B * q * q) * i0e(2 * t * q * q)**3
    return quad(f, 0, np.inf, limit=300)[0]


p0 = resolvent(0.0)
V_c = 1 / p0


def site_well(H0, depth):
    e = np.zeros(H0.shape[0])
    e[0] = -depth
    return ground(H0, e)[0]


for V in (1.3, 2.0):
    B_formula = brentq(lambda B: V * resolvent(B) - 1, 1e-6, 3.0)
    assert abs(edge - site_well(H16, V) - B_formula) < 2e-4
# Below V_c the energy lowering is only a finite-size effect, as 1/N.
low10 = edge - site_well(H10, D)
low16 = edge - site_well(H16, D)
assert D < V_c and abs(low10 / low16 / 1.6**3 - 1) < 0.15
# A small distortion costs energy below V_c and gains energy above it.
small = 0.05
for depth, sign in ((D, 1), (1.2, -1)):
    diff = (site_well(H16, depth + small) - site_well(H16, depth)
            + small**2 / (4 * lam))
    assert sign * diff > 0


# Distortion u on the centre and r*u on six neighbours that binds by B.
def needed_well(B, p, depth, r):
    E = 6 * t + B
    first = E * p - 1
    p_shell = E * first / (6 * t * t)
    p_mix2 = first**2 / (6 * t * t)
    det = p * p_shell - p_mix2
    a = det * r
    b = det * r * depth - p - p_shell * r
    c = 1 - p * depth
    return 2 * c / (-b + np.sqrt(b * b - 4 * a * c))


u_test = needed_well(0.3, resolvent(0.3), D, 0.1)
e_test = np.zeros(16**3)
e_test[0] = -D - u_test
neighbours = H16[0].indices
assert len(neighbours) == 6
e_test[neighbours] = -0.1 * u_test
assert abs(ground(H16, e_test)[0] - (edge - 0.3)) < 2e-4

B_grid = np.geomspace(1e-7, 0.6, 90)
p_grid = [resolvent(B) for B in B_grid]


def barrier(depth, ratios):
    heights = []
    for B, p in zip(B_grid, p_grid):
        w = needed_well(B, p, depth, ratios)
        heights.append(np.min(w**2 * (1 + 6 * ratios**2)) / (4 * lam) - B)
    return max(heights)


single, shared = np.array([0.0]), np.linspace(0, 0.5, 101)
bar0_one, bar1_one = barrier(0.0, single), barrier(D, single)
bar0, bar1 = barrier(0.0, shared), barrier(D, shared)
assert bar0 > barrier(0.3, shared) > bar1 > 0

# Threshold couplings, then a direct check between them.
lam0 = brentq(lambda x: precursor(0.0, x)[0], 1.30, 1.50, xtol=1e-5)
lam1 = brentq(lambda x: precursor(D, x)[0], 0.62, 1.00, xtol=1e-5)
between = 1.30
assert lam1 < between < lam0
assert precursor(0.0, between)[0] < 0 < precursor(D, between)[0]

# Full disorder: every site has its own energy.
eps = sigma * rng.standard_normal(N)
eps -= eps.mean()
E_free, psi_free = ground(H10, eps)
participation = 1 / np.sum(psi_free**4) / N
edge_shift = edge - E_free
edge_formula = np.var(eps) * p0
assert participation > 0.3
# Second order only; finite size and fourth order each enter at 10-20 %.
assert abs(edge_shift / edge_formula - 1) < 0.35
d_grid = np.linspace(-0.4, 1.0, 8)
curve_values = [precursor(d)[0] for d in d_grid]
assert np.all(np.diff(curve_values) > 0)
curve = CubicSpline(d_grid, curve_values)
order = np.argsort(eps)
chosen = order[np.linspace(0, 0.95 * (N - 1), 20).astype(int)]
assert np.all((-eps[chosen] > d_grid[0]) & (-eps[chosen] < d_grid[-1]))
depth_direct = np.array([E_free - polaron(eps, lam, s)[0] for s in chosen])
depth_curve = curve(-eps[chosen]) - edge_shift
deviation = np.max(np.abs(depth_direct - depth_curve))
assert deviation < 0.03
assert np.argmax(depth_direct) == 0
best = depth_direct[0]
# Sites above the range of the curve are worse than its low end,
# which is itself worse than the crystal, so clipping cannot miscount.
assert curve_values[0] - edge_shift < S0
inside = np.maximum(-eps, d_grid[0])
better = np.mean(curve(inside) - edge_shift > S0)

# Control: remove the favourable tail, recentre, and repeat.
cut = np.maximum(eps, 0)
cut -= cut.mean()
E_cut = ground(H10, cut)[0]
best_cut = E_cut - polaron(cut, lam, int(np.argmin(cut)))[0]
assert best - S0 > 0.2
assert best_cut - S0 < 0.3 * (best - S0)

# Sizes of neglected or competing effects.
kT = const.k * temperature / const.e
soft_gain = precursor(0.0, 1.1 * lam)[0] - S0
step = 0.01
push = np.zeros(N)
push[centre] = step
n_up = ground(H10, -u - push)[1][centre]**2
n_down = ground(H10, -u + push)[1][centre]**2
softening = 1 - 2 * lam * (n_up - n_down) / (2 * step)
assert 0 < softening < 1
zero_point = 0.5 * phonon * (np.sqrt(softening) - 1)
mass = const.hbar**2 / (2 * t * const.e * (spacing_nm * 1e-9)**2) / const.m_e
rydberg = const.value('Rydberg constant times hc in eV')
alpha = (1 / eps_inf - 1 / eps_static) * np.sqrt(rydberg * mass / phonon)
field_drop = field_MV_cm * 1e8 * spacing_nm * 1e-9

print(f"hopping t = {t:.2f} eV; half bandwidth = {6*t:.2f} eV")
print(f"lattice energy lambda = {lam:.2f} eV")
print(f"site-energy spread sigma = {sigma:.2f} eV")
print(f"precursor depth Delta = {D:.2f} eV")
print(f"fraction of sites at least this deep = {norm.cdf(-D/sigma):.5f}")
print(f"crystal: site weight n0 = {n_c[centre]:.4f}")
print(f"crystal: localization cost K = {K0:.3f} eV")
print(f"crystal: lattice gain = {lam*np.sum(n_c**2):.3f} eV")
print(f"crystal: trap depth S = {S0:.3f} eV")
print(f"precursor: site weight n0 = {n_p[centre]:.4f}")
print(f"precursor: localization cost K = {K1:.3f} eV")
print(f"precursor: prepaid part = {D*n_p[centre]:.3f} eV")
print(f"precursor: prepaid share of K = {100*D*n_p[centre]/K1:.1f} %")
print(f"precursor: lattice gain = {lam*np.sum(n_p**2):.3f} eV")
print(f"precursor: trap depth S = {S1:.3f} eV")
print(f"gain in depth = {S1-S0:.4f} eV")
print(f"lower bound on gain = {n_c[centre]*D:.4f} eV")
print(f"upper bound on gain = {n_p[centre]*D:.4f} eV")
print(f"unfavourable site: height = {bad_height:.2f} eV")
print(f"unfavourable site: weight left after relaxing = {bad_weight:.4f}")
print(f"resolvent at band edge p(0) = {p0:.4f} 1/eV")
print(f"critical unrelaxed depth V_c = {V_c:.3f} eV")
print(f"barrier, one site distorted: crystal = {bar0_one:.4f} eV")
print(f"barrier, one site distorted: precursor = {bar1_one:.4f} eV")
print(f"barrier, neighbours too: crystal = {bar0:.4f} eV")
print(f"barrier, neighbours too: precursor = {bar1:.4f} eV")
print(f"threshold lambda: crystal = {lam0:.3f} eV")
print(f"threshold lambda: precursor = {lam1:.3f} eV")
print(f"disordered sample: number of sites = {N}")
print(f"sample: lowest site energy = {eps.min():.3f} eV")
print(f"sample: band-edge lowering = {edge_shift:.4f} eV")
print(f"second-order edge lowering = {edge_formula:.4f} eV")
print(f"free-state participation = {participation:.2f} of sites")
print(f"sample: polarons computed directly = {len(chosen)}")
print(f"sample: deepest trap found = {best:.3f} eV")
print(f"largest error of precursor curve = {deviation:.4f} eV")
print(f"sites trapping deeper than crystal = {100*better:.1f} %")
print(f"control: lowest site energy = {cut.min():.3f} eV")
print(f"control, no low tail: trap depth = {best_cut:.3f} eV")
print(f"extra depth over crystal: sample = {best-S0:.3f} eV")
print(f"extra depth over crystal: control = {best_cut-S0:.3f} eV")
print(f"temperature = {temperature:.0f} K; kT = {kT:.4f} eV")
print(f"Boltzmann factor of the gain = {np.exp((S1-S0)/kT):.2e}")
print(f"10 % larger lambda deepens crystal trap by {soft_gain:.3f} eV")
print(f"phonon energy (rough) = {phonon:.3f} eV")
print(f"zero-point change, on-site mode = {1000*zero_point:.2f} meV")
print(f"permittivities (rough) = {eps_inf:.1f} and {eps_static:.0f}")
print(f"site spacing = {spacing_nm:.2f} nm")
print(f"band mass = {mass:.2f} electron masses")
print(f"polar coupling alpha = {alpha:.2f}")
print(f"polar lowering of free electron = {alpha*phonon:.3f} eV")
print(f"field = {field_MV_cm:.1f} MV/cm")
print(f"field drop per site spacing = {field_drop:.3f} eV")
print("tests ok")
```

Output:

```
hopping t = 0.25 eV; half bandwidth = 1.50 eV
lattice energy lambda = 1.50 eV
site-energy spread sigma = 0.20 eV
precursor depth Delta = 0.60 eV
fraction of sites at least this deep = 0.00135
crystal: site weight n0 = 0.9495
crystal: localization cost K = 1.221 eV
crystal: lattice gain = 1.353 eV
crystal: trap depth S = 0.132 eV
precursor: site weight n0 = 0.9677
precursor: localization cost K = 1.278 eV
precursor: prepaid part = 0.581 eV
precursor: prepaid share of K = 45.4 %
precursor: lattice gain = 1.405 eV
precursor: trap depth S = 0.707 eV
gain in depth = 0.5758 eV
lower bound on gain = 0.5697 eV
upper bound on gain = 0.5806 eV
unfavourable site: height = 0.80 eV
unfavourable site: weight left after relaxing = 0.0003
resolvent at band edge p(0) = 1.0109 1/eV
critical unrelaxed depth V_c = 0.989 eV
barrier, one site distorted: crystal = 0.1778 eV
barrier, one site distorted: precursor = 0.0272 eV
barrier, neighbours too: crystal = 0.1687 eV
barrier, neighbours too: precursor = 0.0252 eV
threshold lambda: crystal = 1.352 eV
threshold lambda: precursor = 0.687 eV
disordered sample: number of sites = 1000
sample: lowest site energy = -0.642 eV
sample: band-edge lowering = 0.0367 eV
second-order edge lowering = 0.0394 eV
free-state participation = 0.67 of sites
sample: polarons computed directly = 20
sample: deepest trap found = 0.712 eV
largest error of precursor curve = 0.0077 eV
sites trapping deeper than crystal = 41.2 %
control: lowest site energy = -0.077 eV
control, no low tail: trap depth = 0.193 eV
extra depth over crystal: sample = 0.580 eV
extra depth over crystal: control = 0.061 eV
temperature = 300 K; kT = 0.0259 eV
Boltzmann factor of the gain = 4.72e+09
10 % larger lambda deepens crystal trap by 0.137 eV
phonon energy (rough) = 0.050 eV
zero-point change, on-site mode = -1.49 meV
permittivities (rough) = 4.5 and 20
site spacing = 0.35 nm
band mass = 1.24 electron masses
polar coupling alpha = 3.17
polar lowering of free electron = 0.158 eV
field = 1.0 MV/cm
field drop per site spacing = 0.035 eV
tests ok
```
